# Dissociative attachment as on-shell capture times survival along the bond, part 1

(Sections cited here and not found follow in the second part.)

## The local resonance model and its factorization

A resist film exposed to extreme-ultraviolet light or to an electron beam contains many secondary electrons of a few electronvolts. Such an electron may attach to a molecule and form a short-lived anion. If the anion is repulsive along a bond, the nuclei separate, and the bond breaks into a negative ion and a radical. For residual water the reaction can be $e^-+\mathrm{H_2O}\to\mathrm{H^-}+\mathrm{OH}$. The anion can also return its electron before the bond has stretched far enough. The radical yield therefore depends on how often electrons are captured and on how many anions survive.

It is tempting to write the cross section as capture multiplied by survival. What has to be settled is which capture probability enters, where the survival integral starts, and how accurate the product is.

### From coupled channels to a local equation

Hartree atomic units are used in the derivation, with $\hbar=m_e=1$. One bond length $R$ is treated, with reduced mass $\mu$ and kinetic energy $T=-(1/2\mu)\,d^2/dR^2$. The neutral molecule has the potential $V_0(R)$ and starts in its vibrational ground state $\chi_0(R)$, which is real, normalized and of energy $E_0$. An electron of energy $\epsilon=k^2/2$ arrives, so that the total energy is $E=\epsilon+E_0$.

The electronic space consists of one discrete anion state and one continuum, whose states are normalized to a delta function in the energy $e$. Let $\xi(R)$ be the nuclear amplitude in the discrete state and $\eta_e(R)$ that in the continuum. With a real coupling $W_e(R)$ and a bare anion potential $V_b(R)$, the Schrödinger equation is

$$
\begin{aligned}
(E-T-V_b)\,\xi&=\int_0^\infty de\,W_e\,\eta_e,\\
(E-e-T-V_0)\,\eta_e&=W_e\,\xi .
\end{aligned}\tag{1}
$$

The second line is solved by the incident wave plus an outgoing response:

$$
\eta_e=\delta(e-\epsilon)\chi_0+(E-e-T-V_0+i0)^{-1}W_e\xi. \tag{2}
$$

The incident term is allowed because $(E-\epsilon-T-V_0)\chi_0=0$. Inserting (2) into the first line of (1) gives a source $W_\epsilon\chi_0$ and a term that is nonlocal in $R$, since it contains the inverse of an operator with $T$ in it.

The local approximation assumes that the nuclei keep their position and kinetic energy when the electron leaves. In the inverse operator $E-T$ is then replaced by the anion potential $V_d(R)$, and the emitted electron has the energy of the vertical gap,

$$
\Delta(R)=V_d(R)-V_0(R). \tag{3}
$$

Using $1/(x+i0)=\mathcal P(1/x)-i\pi\delta(x)$, we obtain

$$
\int_0^\infty de\,\frac{W_e^2}{\Delta-e+i0}
=\mathcal P\!\int_0^\infty de\,\frac{W_e^2}{\Delta-e}-\frac{i}{2}\Gamma,
\qquad \Gamma(R)=2\pi W_{\Delta(R)}^2(R). \tag{4}
$$

The principal value is real and is absorbed into $V_d$. For $\Delta<0$ no electron can leave, and $\Gamma=0$. The point $R_c$ where $V_d=V_0$ is the crossing; beyond it the anion is stable against detachment in this model.

The coupling in the source is treated in the same way: $W_\epsilon$ is replaced by $W_\Delta=\sqrt{\Gamma/2\pi}$, with the positive sign chosen. The result is the driven equation

$$
\left(E-T-V_d+\frac{i}{2}\Gamma\right)\xi=g,\qquad
g=\sqrt{\frac{\Gamma}{2\pi}}\;\chi_0 . \tag{5}
$$

The solution must vanish at small $R$ and be purely outgoing at large $R$.

The replacement in the source is consistent on average. Let $\phi_E$ be the real wave on $V_d$ without a width, so that $(T+V_d)\phi_E=E\phi_E$. The kinetic energies cancel in the difference of the two Hamiltonians, and integration by parts leaves no boundary terms because $\chi_0$ decays. Hence

$$
\int\phi_E\,\Delta\,\chi_0\,dR
=\int\phi_E\big[(T+V_d)-(T+V_0)\big]\chi_0\,dR
=\epsilon\int\phi_E\,\chi_0\,dR. \tag{6}
$$

The gap, weighted with the capture overlap, has the mean $\epsilon$. If $W_e$ depends on the energy $e$ but not separately on $R$, as in the example below, using the local gap instead of the electron energy thus changes the undamped capture amplitude only through the curvature of $\sqrt\Gamma$ as a function of the gap.

### Cross section and flux balance

An energy-normalized radial electron wave has the asymptotic form $\sqrt{2/\pi k}\,\sin(kr+\text{phase})$. Its incoming part has amplitude $\tfrac12\sqrt{2/\pi k}$ and speed $k$, hence the flux $k\cdot(1/4)(2/\pi k)=1/2\pi$. If $J$ is the outgoing nuclear flux, the reaction probability is $P=J/(1/2\pi)=2\pi J$.

To obtain a cross section, expand a plane wave in angular momenta. The incoming part of order $l$ has amplitude $(2l+1)P_l(\cos\vartheta)/(2kr)$, up to a phase. Its flux is $k(2l+1)^2/(4k^2)$ times $\int P_l^2\,d\Omega=4\pi/(2l+1)$, which is $\pi(2l+1)/k$. Dividing by the incident flux density $k$ gives the area $\pi(2l+1)/k^2$. Random molecular orientation shares it equally among the $2l+1$ components fixed to the molecule. The model couples one such component to a spatially nondegenerate anion state. The target is a closed-shell singlet, so either electron spin forms the same doublet and the spin factor is 1. Therefore

$$
\sigma_{\rm DEA}=\frac{\pi}{k^2}\,2\pi J=\frac{2\pi^2}{k^2}J,
\qquad J=\frac1\mu\,{\rm Im}\left(\xi^*\frac{d\xi}{dR}\right)_{R\to\infty}. \tag{7}
$$

Next multiply (5) by $\xi^*$, integrate over $R$ and take the imaginary part. The term with $E-V_d$ is real and drops out. The kinetic term is integrated by parts:

$$
-\int\xi^*T\xi\,dR=\frac1{2\mu}\Big[\xi^*\xi'\Big]_{R\to\infty}
-\frac1{2\mu}\int|\xi'|^2dR .
$$

Its imaginary part is $J/2$. The width contributes $\tfrac12\int\Gamma|\xi|^2dR$. Since $g$ is real, the right side gives ${\rm Im}\int\xi^*g\,dR=-{\rm Im}\int g\,\xi\,dR$. Multiplication by 2 yields

$$
-2\,{\rm Im}\int g\,\xi\,dR=J+\int\Gamma|\xi|^2dR . \tag{8}
$$

The left side is the rate at which the source forms the anion, and the right side divides this rate into dissociation and detachment. Multiplied by $2\pi^2/k^2$, it defines the full formation cross section $\sigma_{\rm form}$. The detachment term, multiplied by the same factor, is the sum of the resonant elastic and inelastic scattering cross sections. Emission into a neutral nuclear state $\chi_v$ has the cross section $(\pi/k^2)\,|2\pi\int\chi_vW_\Delta\xi\,dR|^2$, and summing over the complete set $\chi_v$ gives $(2\pi^2/k^2)\int\Gamma|\xi|^2dR$. Since the model has no background scattering, $\sigma_{\rm form}$ is its total cross section. It is not a fraction of the incoming flux, however, because the re-emitted wave interferes with the incident one in the elastic channel; its upper bound is $4\pi/k^2$, not $\pi/k^2$.

### Solving the driven equation

Let $V_\infty$ be the limit of $V_d$ at large $R$, with $E>V_\infty$, and let $K=\sqrt{2\mu(E-V_\infty)}$. The homogeneous form of (5) has a regular solution, which vanishes at small $R$ and behaves as $a\,e^{iKR}+b\,e^{-iKR}$ at large $R$. Define a complex phase by $e^{2i\delta}=-a/b$ and rescale the solution, so that

$$
u\to N\sin(KR+\delta),\qquad f\to N e^{i(KR+\delta)},\qquad
N=\sqrt{\frac{2\mu}{\pi K}} . \tag{9}
$$

Here $f$ is the outgoing solution. The value of $N$ makes $u$ energy-normalized when $\Gamma=0$.

The Green function obeys (5) with $g$ replaced by $\delta(R-R')$. It has the form $G=c\,u(R_<)f(R_>)$, where $R_<$ and $R_>$ are the smaller and larger of $R$ and $R'$. Since $-T=(1/2\mu)d^2/dR^2$, the derivative of $G$ must jump by $2\mu$ at $R=R'$:

$$
c\,(uf'-u'f)=2\mu . \tag{10}
$$

The bracket is independent of $R$, because $u$ and $f$ solve the same equation without a first derivative. At large $R$, with $\theta=KR+\delta$,

$$
uf'-u'f=N^2K e^{i\theta}(i\sin\theta-\cos\theta)
=-N^2K e^{i\theta}e^{-i\theta}=-\frac{2\mu}{\pi}. \tag{11}
$$

Hence $c=-\pi$. Outside the range of the source, $R$ is the larger coordinate, and

$$
\xi(R)=-\pi f(R)\int u\,g\,dR' . \tag{12}
$$

The outgoing flux is $K/\mu$ times $|\xi|^2$. From (9), $|f|^2=N^2e^{-2\,{\rm Im}\,\delta}$, so that

$$
J=\frac K\mu\,\pi^2\,\frac{2\mu}{\pi K}\,e^{-2\,{\rm Im}\,\delta}
\left|\int u\,g\,dR\right|^2
=2\pi\,e^{-2\,{\rm Im}\,\delta}\left|\int u\,g\,dR\right|^2 .
$$

The source contains $1/\sqrt{2\pi}$, which cancels the factor $2\pi$. Equation (7) becomes

$$
\sigma_{\rm DEA}=\frac{2\pi^2}{k^2}
\left|\int u\sqrt\Gamma\,\chi_0\,dR\right|^2e^{-2\,{\rm Im}\,\delta}. \tag{13}
$$

This factorization involves no approximation beyond the driven equation.

The exponential has a direct meaning. The regular wave is the stationary state in which the fragments are sent towards each other, reflected by the repulsive wall and returned. By (9), its outgoing and incoming amplitudes have the ratio $|a/b|=e^{-2\,{\rm Im}\,\delta}$, so the returned fraction of the flux is $e^{-4\,{\rm Im}\,\delta}$. This is the survival probability for the whole round trip. Its square root appears in (13), as expected for one passage out of two equal ones. The flux argument that led to (8), applied to $u$ without a source, gives $(K/\mu)(|a|^2-|b|^2)=-\int\Gamma|u|^2dR$. The exponential therefore cannot exceed 1.

### The first-order law

Compare $u$ with the real wave $\phi_E$, whose phase is $\delta_0$ and whose amplitude is also $N$. Their equations are $u''=-2\mu(E-V_d+i\Gamma/2)u$ and $\phi_E''=-2\mu(E-V_d)\phi_E$. Hence

$$
\frac{d}{dR}(\phi_Eu'-u\phi_E')=\phi_Eu''-u\phi_E''=-i\mu\Gamma\phi_Eu .
$$

The bracket on the left vanishes at small $R$. At large $R$ it equals $N^2K\sin(\delta_0-\delta)=-(2\mu/\pi)\sin(\delta-\delta_0)$. Integration gives

$$
\sin(\delta-\delta_0)=\frac{i\pi}{2}\int\Gamma\,\phi_E\,u\,dR . \tag{14}
$$

To first order in the width, $u$ may be replaced by $\phi_E$ and the sine by its argument:

$$
2\,{\rm Im}\,\delta\simeq\pi\int\Gamma\,\phi_E^2\,dR . \tag{15}
$$

The overlap in (13) also depends on the width through $u$. To find how strongly, multiply the width in the homogeneous equation by $\lambda$ while the source stays fixed. The equation then contains $\lambda$ in the combination $z=i\lambda$. For real $z$ it would be a real equation with real $u$ and $\delta$. The power series of the overlap in $z$, $A=A_0+zA_1+z^2A_2+\dots$, thus has real coefficients. At $z=i\lambda$,

$$
|A|^2=(A_0-\lambda^2A_2)^2+\lambda^2A_1^2+\dots
=A_0^2+\lambda^2(A_1^2-2A_0A_2)+\dots . \tag{16}
$$

There is no linear term. By the same argument, ${\rm Im}\,\delta$ has a linear term followed by a cubic one. For $A_0\neq0$ the result is

$$
\sigma_{\rm DEA}=\sigma_{\rm cap}\,
\exp\left[-\pi\int\Gamma\,\phi_E^2\,dR\right]\,[1+O(\lambda^2)],
\quad
\sigma_{\rm cap}=\frac{2\pi^2}{k^2}
\left|\int\phi_E\sqrt\Gamma\,\chi_0\,dR\right|^2 . \tag{17}
$$

The capture factor is evaluated with the undamped wave at the total energy $E$. It will be called on-shell capture. The loss of first order in the width resides entirely in the exponential.

## Survival along the trajectory, and an example

The first half treated a neutral curve $V_0$ with ground state $\chi_0$ of energy $E_0$, and an anion curve $V_d$ with a local width $\Gamma$ that vanishes beyond the crossing $R_c$. The electron energy is $\epsilon=k^2/2$, the total energy is $E=\epsilon+E_0$, and $\phi_E$ is the real energy-normalized wave on $V_d$. Within the local model, (13) gives the attachment cross section with the damping factor $e^{-2\,{\rm Im}\,\delta}$. To first order in the width it reduces to (17), with on-shell capture $\sigma_{\rm cap}$ and the exponent $\pi\int\Gamma\phi_E^2dR$. The full formation cross section $\sigma_{\rm form}$ is defined through (8).

### The trajectory integral

Let $R_t$ be the turning point, where $V_d(R_t)=E$, and let $v(R)=\sqrt{2(E-V_d)/\mu}$ be the classical relative speed. Outside the immediate neighbourhood of $R_t$, the semiclassical wave is

$$
\phi_E\simeq\sqrt{\frac{2}{\pi v}}\,
\sin\left(\int_{R_t}^R\mu v\,dR'+\frac\pi4\right). \tag{18}
$$

Its amplitude agrees with (9) at large $R$, where $v=K/\mu$. If $\Gamma$ varies little over one local wavelength, the squared sine may be replaced by its mean, $1/2$. Then $\phi_E^2\to1/(\pi v)$ and

$$
\pi\int\Gamma\,\phi_E^2\,dR\simeq\int_{R_t}^{R_c}\frac{\Gamma}{v}\,dR . \tag{19}
$$

The speed vanishes at $R_t$ as the square root of the distance, so the integral converges there. With (17) this gives

$$
\sigma_{\rm DEA}\simeq\sigma_{\rm cap}\,S,\qquad
S=\exp\left[-\int_{R_t}^{R_c}\frac{\Gamma(R)}{v(R)}\,dR\right]. \tag{20}
$$

The same $S$ follows from the classical rate law. An anion that moves along $R(t)$ and detaches at the rate $\Gamma$ obeys $dP/dt=-\Gamma P$. Since $dt=dR/v$, its survival from $R_t$ to $R_c$ is (20). In ordinary units the exponent is divided by $\hbar$.

At fixed $E$ and fixed curves, $v\propto\mu^{-1/2}$. The exponent therefore grows as $\sqrt\mu$, because heavier fragments take longer to reach the crossing. A change of mass in a molecule would also change $E_0$ and $\chi_0$, which this comparison leaves out.

Within the local model, the loss of first order in the width is an exponential factor multiplying on-shell capture, and semiclassically this factor is the survival from the turning point to the crossing. It remains to explain why the integral starts at the turning point, to estimate capture and distinguish it from full formation, and to test the product on a model of the O–H bond of water.
